# Delta1 Quantum-Well Levels in Fe(001) Between MgO and Cr

## Problem

An Fe(001) film of ten atomic layers lies between an MgO barrier and a thick Cr layer. Find the first majority-spin $\Delta_1$ quantum-well level above the Fe Fermi level, and its shift when an eleventh layer is added.

$\Delta_1$ labels states that travel along the film normal and are unchanged by the fourfold rotations and mirrors about it. At zero in-plane wavevector, ideal interfaces preserve this symmetry. A $\Delta_1$ electron in Fe can then enter MgO or Cr only as a $\Delta_1$ wave. MgO is an insulator. Cr is a metal, but it is modelled here as having no propagating $\Delta_1$ states at the energies of interest, so the electron is confined on both sides.

Energies $E$ are measured from the Fe Fermi level. The Fe band is taken as parabolic, with bottom $E_b$ and mass $m$, and each neighbour has one $\Delta_1$ band edge $U_j$ and one mass $m_j$. The rough, round parameters are:

| Material | Band edge (eV) | Mass ($m_0$) |
|---|---:|---:|
| Fe | $-1.0$ | 1.0 |
| MgO | 3.5 | 0.4 |
| Cr | 1.5 | 1.0 |

The layer spacing is $s=0.143$ nm, so the thickness is $D=1.430$ nm before the addition and $1.573$ nm after it. Also, $\hbar^2/2m_0=0.03810$ eV nm².

## A tempting solution

Both neighbours reflect the electron completely, so one may treat them as hard walls. The wave then vanishes at both interfaces and $kD=n\pi$, with $n=1,2,\ldots$ For $n=2$ the energy is still below the Fermi level. For $n=3$,

$$
k=\frac{3\pi}{1.430}=6.591\ \text{nm}^{-1},\qquad
E=-1+0.03810\,(6.591)^2=0.655\ \text{eV}.
$$

With eleven layers, $k=3\pi/1.573=5.992$ nm$^{-1}$ and $E=0.368$ eV. The shift would be $-0.287$ eV.

## Where it fails

Complete reflection fixes the magnitude of the reflected wave, not its phase. A hard wall gives the phase $-\pi$. A finite barrier lets the wave decay inside it, which changes the phase and makes it depend on energy. Both effects must be kept.

Let Fe occupy $0<z<D$, with MgO at $z<0$. For $E_b<E<U_{\rm Cr}$,

$$
k=\frac{\sqrt{2m(E-E_b)}}{\hbar},\qquad
\kappa_j=\frac{\sqrt{2m_j(U_j-E)}}{\hbar}.
$$

In MgO the wave is proportional to $e^{\kappa z}$. In Fe, a wave moving towards MgO and its reflection add to

$$
\psi=e^{-ikz}+e^{i\phi}e^{ikz}.
$$

At $z=0$ its logarithmic derivative is

$$
\frac{\psi'}{\psi}=ik\,\frac{e^{i\phi}-1}{e^{i\phi}+1}
=ik\left(i\tan\frac{\phi}{2}\right)=-k\tan\frac{\phi}{2}.
$$

The envelope $\psi$ and the quantity $\psi'/m$ are continuous; the second condition conserves current when the mass changes. Dividing the second by the first gives

$$
-\frac{k}{m}\tan\frac{\phi}{2}=\frac{\kappa}{m_{\rm MgO}} .
$$

The Cr interface is the mirror image, so for either side

$$
\phi_j=-2\arctan r_j,\qquad r_j=\frac{m\kappa_j}{m_jk}.
$$

The hard-wall value $-\pi$ requires $r_j\to\infty$. At the level found below, $r_{\rm MgO}=5.824/(0.4\times5.772)=2.52$ and $r_{\rm Cr}=5.683/5.772=0.98$. Neither is close to that limit.

## The correct condition

Follow a wave through one round trip. It gains $kD$ on the way to Cr, $\phi_{\rm Cr}$ on reflection, $kD$ on the way back and $\phi_{\rm MgO}$ at the barrier. A stationary state must reproduce itself:

$$
\boxed{2kD+\phi_{\rm MgO}+\phi_{\rm Cr}=2\pi\nu,\qquad \nu=0,1,2,\ldots}
$$

The integer counts nodes. Taking out a common factor turns the Fe wave into $\cos(kz+\phi_{\rm MgO}/2)$. Its argument starts between $-\pi/2$ and $0$ and, by the condition, ends at $\pi\nu-\phi_{\rm Cr}/2$, which lies between $\pi\nu$ and $\pi\nu+\pi/2$. It therefore passes $\nu$ zeros of the cosine. The hard-wall number is $n=\nu+1$.

To see how the phases vary, take the logarithm of $r_j$, which is proportional to $\sqrt{(U_j-E)/(E-E_b)}$, and differentiate:

$$
\frac{1}{r_j}\frac{dr_j}{dE}
=-\frac12\left(\frac1{U_j-E}+\frac1{E-E_b}\right).
$$

Since $d\phi_j/dE=-2(dr_j/dE)/(1+r_j^2)$,

$$
\frac{d\phi_j}{dE}=\frac{r_j}{1+r_j^2}
\left(\frac1{U_j-E}+\frac1{E-E_b}\right)>0 .
$$

The term $2kD$ also rises with energy, so each $\nu$ has at most one solution. At the Fe band bottom $k\to0$ and both reflection phases tend to $-\pi$, so the round-trip phase divided by $2\pi$ starts at $-1$. At the Cr edge it reaches 3.383 for ten layers and 3.752 for eleven. Both films therefore have four levels, $\nu=0,1,2,3$.

## Finding the level

At the trial energy $E=0.2$ eV,

$$
k=\sqrt{\frac{1.2}{0.03810}}=5.612\ \text{nm}^{-1},\qquad 2kD=16.051 .
$$

The decay constants are $\kappa_{\rm MgO}=\sqrt{0.4\times3.3/0.03810}=5.886$ nm$^{-1}$ and $\kappa_{\rm Cr}=\sqrt{1.3/0.03810}=5.841$ nm$^{-1}$. They give $\phi_{\rm MgO}=-2.413$ and $\phi_{\rm Cr}=-1.611$, hence

$$
\frac{16.051-2.413-1.611}{2\pi}=1.914 .
$$

At $E=0$ the same quantity is 1.654, and at $0.4$ eV it is 2.156. The first level above the Fermi level is thus $\nu=2$. Linear interpolation between 0.2 and 0.4 eV gives

$$
E\approx0.2+0.2\,\frac{2-1.9142}{2.1563-1.9142}=0.271\ \text{eV}.
$$

The full root is $E=0.269$ eV, with $k=5.772$ nm$^{-1}$. Its phases close as required:

$$
16.508-2.387-1.555=12.566=4\pi .
$$

Solving again with $D=1.573$ nm gives $0.078$ eV. The answer is

$$
\boxed{E_{10}=0.27\ \text{eV},\qquad E_{11}-E_{10}=-0.19\ \text{eV}.}
$$

The hard-wall solution put the level 0.39 eV too high and made the shift half as large again.

All four levels move down:

| $\nu$ | $E_{10}$ (eV) | $E_{11}$ (eV) | Shift (eV) |
|---:|---:|---:|---:|
| 0 | −0.856 | −0.878 | −0.022 |
| 1 | −0.427 | −0.515 | −0.088 |
| 2 | 0.269 | 0.078 | −0.191 |
| 3 | 1.178 | 0.873 | −0.305 |

As an independent test, the Hamiltonian of the whole stack was diagonalized on a grid, without using reflection phases. Its level energies for both films differ from these by at most 0.06 meV.

## What controls the shift

Let $D$ vary continuously at fixed $\nu$. Differentiating the round-trip condition gives

$$
2k\,dD+\left(2D\frac{dk}{dE}+\frac{d\phi_{\rm MgO}}{dE}
+\frac{d\phi_{\rm Cr}}{dE}\right)dE=0 .
$$

For the parabolic band, $dk/dE=1/(\hbar v)$ with $\hbar v=2(E-E_b)/k$. Solving for $dE/dD$ and multiplying numerator and denominator by $\hbar v/2$,

$$
\frac{dE}{dD}=-\frac{k\hbar v}{D_{\rm eff}}
=-\frac{2(E-E_b)}{D_{\rm eff}},
$$

$$
D_{\rm eff}=D+\frac{\hbar v}{2}
\left(\frac{d\phi_{\rm MgO}}{dE}+\frac{d\phi_{\rm Cr}}{dE}\right).
$$

The energy dependence of the phases makes the well respond as if it were thicker. For $\nu=2$ the phase slopes are 0.376 eV$^{-1}$ at MgO and 0.800 eV$^{-1}$ at Cr, while $\hbar v/2=1.269/5.772=0.220$ eV nm. Therefore

$$
D_{\rm eff}=1.430+0.220\,(0.376+0.800)=1.689\ \text{nm},
$$

$$
\frac{dE}{dD}=-\frac{2(1.269)}{1.689}=-1.50\ \text{eV/nm}.
$$

Multiplying by one layer gives $-0.215$ eV, which is 12% larger in magnitude than the full shift. One layer is not an infinitesimal change in a ten-layer film. A better estimate keeps $\delta=D_{\rm eff}-D$ constant during the step. Then

$$
\frac{d(E-E_b)}{E-E_b}=-\frac{2\,dD}{D+\delta},
$$

so $(E-E_b)(D+\delta)^2$ is constant, and

$$
\Delta E\approx(E-E_b)\left[\left(\frac{D_{\rm eff}}{D_{\rm eff}+s}\right)^2-1\right]
=1.269\left[\left(\frac{1.689}{1.832}\right)^2-1\right]=-0.19\ \text{eV}.
$$

There is also a half-corrected mistake: use the right phases at ten layers, then freeze them. Then $kD$ stays constant and the shift becomes $1.269[(10/11)^2-1]=-0.220$ eV. The starting energy is right, but the change of phase with energy has been lost.

## Two limits

If both barriers become infinitely high at fixed masses, $\phi_j\to-\pi$, the phase slopes vanish and $D_{\rm eff}\to D$. The tempting solution is correct in that limit.

If a level approaches the Cr edge from below, $r_{\rm Cr}$ vanishes as $\sqrt{U_{\rm Cr}-E}$. The Cr phase slope then grows as $1/\sqrt{U_{\rm Cr}-E}$, so $D_{\rm eff}$ diverges and $dE/dD$ tends to zero. Above the edge, the $\Delta_1$ wave can propagate into Cr and the bound-state condition no longer applies. The grid calculation tests this distinction. When the Cr thickness is increased from 4 to 5 nm, the bound levels move by less than $10^{-6}$ meV, whereas the first state above the edge moves by 8.7 meV.

## A success that does not validate hard walls

At a fixed energy the reflection phases are fixed too. Increasing $D$ by $\pi/k$ adds $2\pi$ to the round trip and brings the next level to that energy. At the Fermi level, $k_F=\sqrt{1/0.03810}=5.123$ nm$^{-1}$, so the period is

$$
\frac{\pi}{k_Fs}=4.29\ \text{layers}.
$$

This number belongs to the parabolic band; the real Fe majority $\Delta_1$ band has about twice this $k_F$ and a period near 2 layers. For a given band, the hard-wall model gives the same period, so agreement on the period says nothing about the phases. The thickness at which a level crosses does depend on them. For $\nu=2$, the ten-layer film lacks $2-1.654=0.346$ of a cycle at $E=0$. The crossing is therefore at $10+0.346\times4.29=11.5$ layers. Hard walls put it at $3\pi/(k_Fs)=12.9$ layers.

## Reading the result for a real junction

The layer spacing is close to that of bulk Fe, and 2 nm is a realistic MgO thickness. The band parameters are rougher. Real Fe $\Delta_1$ states mix s, p and d character, so their band is far from a parabola. In a local-spin-density band structure of bcc Fe the majority $\Delta_1$ band starts near $-0.9$ eV, stays flat over the first third of the line from $\Gamma$ to H, and crosses the Fermi level a little before its midpoint, at roughly $k_F\approx10$ nm$^{-1}$, about twice the model value. The sensitivities below are therefore those of the parabolic model, not error bars for real Fe. For ten layers, with the other settings fixed, a 10% larger Fe mass lowers the selected level by 90 meV. Replacing the parabola by a cosine band lowers the band energy at the same $k$ by 70 meV; the level itself falls by about 40 to 95 meV, depending on how the waves are matched at the interfaces, and the one-layer shift becomes $-0.17$ to $-0.18$ eV. Raising the Cr edge by 0.5 eV raises it by 23 meV, and moving one interface by a quarter layer changes it by about 54 meV. An error in the Fe band bottom passes almost fully to the level: moving the bottom by 0.2 eV moves the level by 0.19 eV. The absolute energy is therefore uncertain by roughly 0.1 to 0.2 eV, even within this simple model. Within the parabolic model the one-layer shift is steadier: these changes of Fe mass, Cr edge and Fe band bottom leave it between about $-0.18$ and $-0.20$ eV, although the heavier mass or the lower band bottom brings the eleven-layer level to or below the Fermi level. The shift does depend strongly on the band shape. With the real $k\approx10$ nm$^{-1}$ and $\hbar v\approx0.5$ eV nm, $dE/dD=-k\hbar v/D_{\rm eff}$ gives a shift of order $-0.4$ eV per layer, close to half the level spacing. The field in 2 nm of MgO at the bias that reaches the level matters far less, about 0.2 meV. The tunnelling exponential, $8\times10^{-11}$, justifies treating MgO as thick when finding the level.

Real films also break the assumption of uniform thickness. Where ten- and eleven-layer terraces are wide enough to hold separate levels, the model puts those levels about 0.19 eV apart. At 300 K the thermal width is about 0.09 eV, and a rough mean free path of 5 nm gives a scattering width of about 0.09 eV. In-plane motion raises the level and so adds an upward tail. At the energy of the selected level, electrons tunnelling through 2 nm of MgO have a mean in-plane energy in Fe of about 0.12 eV. That average is taken at fixed total energy. Along the level's own in-plane dispersion the total energy rises, so the decay constant in MgO grows more slowly with in-plane wavevector and the tail is longer, with a mean of about 0.2 eV in this model. Together these broadenings are comparable with the model's one-layer shift, so in the model separate peaks are not assured. In real Fe the shift is larger and the in-plane dispersion is not that of an isotropic unit mass, so the comparison must be redone with the real band. Cooling reduces the thermal part; it does not remove the in-plane tail or scattering from defects. The spacing to the next level in a uniform film, about 0.9 eV, is much larger than any of these widths.

The remaining values are in the numerical output.

## Computed results

```
Energies are measured from the Fe Fermi level
hbar^2/(2 m0) = 0.03810 eV nm^2
Layer spacing = 0.143 nm; layers = 10
Fe thickness: before 1.430, after 1.573 nm
Fe band bottom = -1.00 eV; mass = 1.00 m0
MgO edge = 3.50 eV; mass = 0.40 m0
Cr edge = 1.50 eV; mass = 1.00 m0
Round trip/(2 pi) at Cr edge, before = 3.383
Round trip/(2 pi) at Cr edge, after = 3.752
Number of levels: before 4, after 4
Trial E = 0.0 eV: round trip/(2 pi) = 1.6537
Trial E = 0.2 eV: round trip/(2 pi) = 1.9142
Trial E = 0.4 eV: round trip/(2 pi) = 2.1563
Before: nu, E (eV), k (1/nm), phi_MgO, phi_Cr (rad)
0 -0.8556 1.9470 -2.9123 -2.6561
1 -0.4268 3.8788 -2.6674 -2.1429
2 0.2694 5.7722 -2.3867 -1.5553
3 1.1783 7.5614 -2.0423 -0.7337
One layer: nu, E after, shift, linear, scaled (all eV)
0 -0.8781 -0.0225 -0.0255 -0.0225
1 -0.5152 -0.0885 -0.1001 -0.0884
2 0.0780 -0.1914 -0.2150 -0.1905
3 0.8732 -0.3052 -0.3299 -0.2959
Largest grid/phase energy difference = 0.057 meV
Cr 4 to 5 nm: bound-level change = 2.0e-08 meV
Cr 4 to 5 nm: first state above edge = 8.68 meV
Thickness period at Fermi level = 4.29 layers
Selected level nu = 2; E = 0.2694 eV
Its 2kD = 16.5084 rad
Its kappa: MgO 5.824, Cr 5.683 1/nm
Its D_eff = 1.6886 nm; dE/dD = -1.5035 eV/nm
Its one-layer shift = -191.4 meV
Spacing to next higher level = 909 meV
Thermal FWHM at 300 K = 91 meV
Mean in-plane energy, 2.0 nm MgO = 121 meV
Scattering width, path 5.0 nm = 88 meV
Cosine-band change at fixed k = -70 meV
Fe mass +10%: level change = -90 meV
Cr edge +0.5 eV: level change = 23 meV
Interface moved by s/4: size = 54 meV
MgO field at level bias: change = 0.16 meV
MgO tunnelling exponential = 7.6e-11
```
